\section*{Transition structure factor and the 1/N error of correlation energies}

\section{What symmetry and dimensions fix}

Hartree atomic units are used throughout. A correlation energy computed in a periodic box of volume $\Omega$ contracts the Coulomb kernel $4\pi/G^2$ with a dimensionless function $S(\mathbf G)$ built from products of two transition densities. Each transition density connects an occupied to an orthogonal virtual orbital, so it carries no net charge and vanishes at $\mathbf G=0$. If $S$ is analytic and even, it starts at second order. For an isotropic system this means
\begin{equation}
S(\mathbf G)=CG^2+O(G^4),
\end{equation}
where $C$ is an area. The kernel diverges as $G^{-2}$, so the product stays finite. A box calculation omits the single point $\mathbf G=0$, and the only energy that can be formed from the squared charge, $C$ and one factor $1/\Omega$ is a number times $C/\Omega$. The number will turn out to be $4\pi$. With $\Omega$ proportional to the number $N$ of cells, this is a $1/N$ error per cell.

The argument concerns the final contraction. The amplitudes inside $S$ may have been computed without $\mathbf G=0$ as well, and this second omission decides whether interpolating $S$ removes the whole error.

\section{Simple case: one atom}

\subsection{The energy as an integral over $S$}

Take a closed shell with real canonical Hartree--Fock orbitals, occupied $i,j$ and virtual $a,b$. The two-body Hamiltonian connects the reference determinant to double excitations, whose coupled-cluster coefficients come from $T_2+\tfrac12T_1^2$. In spatial orbitals they are
\begin{equation}
\tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b .
\end{equation}
Single excitations would also enter through the Fock element $f_{ia}$, which is zero by Brillouin's theorem. Write $J=(ia|jb)$, $J'=(ib|ja)$ and $\tau'=\tau_{ij}^{ba}$. Opposite-spin pairs contribute $\sum J\tau$. The two same-spin cases have antisymmetrized integrals and amplitudes, and together give
\begin{equation}
\tfrac24\sum(J-J')(\tau-\tau')=\sum(J-J')\tau ,
\end{equation}
because exchanging the labels $a,b$ shows $\sum J'\tau'=\sum J\tau$ and $\sum J\tau'=\sum J'\tau$. The sum of both spin cases is
\begin{equation}
E=\sum_{ijab}\tau_{ij}^{ab}\left[2(ia|jb)-(ib|ja)\right]
=\sum_{ijab}\left(2\tau_{ij}^{ab}-\tau_{ij}^{ba}\right)(ia|jb).
\label{energy}
\end{equation}
The last form again relabels $a,b$ in the exchange term. MP2 has the same expression with $\tau_{ij}^{ab}=-(ia|jb)/D$ and $D=\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j$.

Define $\rho_{ia}(\mathbf G)=\int\phi_i\phi_a e^{-i\mathbf G\cdot\mathbf r}d^3r$. Inserting the Fourier integral of $1/|\mathbf r-\mathbf r'|$ gives
\begin{equation}
(ia|jb)=\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}
\rho_{ia}(\mathbf G)\rho_{jb}(\mathbf G)^* ,
\end{equation}
and therefore
\begin{align}
S(\mathbf G)&=\sum_{ijab}(2\tau_{ij}^{ab}-\tau_{ij}^{ba})
\rho_{ia}(\mathbf G)\rho_{jb}(\mathbf G)^*,\\
E&=\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}S(\mathbf G).
\end{align}
In a box, $\int d^3G/(2\pi)^3$ becomes $\Omega^{-1}\sum_{\mathbf G\ne0}$.

For a spherical atom the angular integral gives $4\pi$, and the prefactor is $(4\pi)^2/(2\pi)^3=2/\pi$:
\begin{equation}
E=\frac2\pi\int_0^\infty S(G)\,dG .
\end{equation}
For beryllium in the cc-pVDZ basis, with all electrons correlated, a 200-point Gauss--Legendre rule mapped to the half-line gives $-0.0263359$ Ha for MP2 and $-0.0450314$ Ha for CCSD. The usual contraction of analytic integrals gives the same printed digits. These are energies within this small basis; the basis-set error and, for CCSD, higher excitations are left out.

\subsection{The missing point}

Expanding the exponential and using $\langle i|a\rangle=0$,
\begin{equation}
\rho_{ia}(\mathbf G)=-i\mathbf G\cdot\langle i|\mathbf r|a\rangle+O(G^2).
\end{equation}
The symmetry $\tau_{ij}^{ab}=\tau_{ji}^{ba}$ makes $S$ even, so there is no cubic term, and
\begin{equation}
S=\sum_{\alpha\beta}G_\alpha M_{\alpha\beta}G_\beta+O(G^4),\quad
M_{\alpha\beta}=\sum_{ijab}(2\tau_{ij}^{ab}-\tau_{ij}^{ba})
\langle i|r_\alpha|a\rangle\langle j|r_\beta|b\rangle .
\end{equation}
For the atom $M_{\alpha\beta}=C\delta_{\alpha\beta}$. The CCSD dipole sum gives $C=-0.4021$ bohr$^2$; the ratio $S/G^2$ at $G=0.02$ bohr$^{-1}$ is $-0.4018$ bohr$^2$.

Now keep the amplitudes of the isolated atom and put only the contraction on the reciprocal mesh of a cubic box. Let $f(\mathbf G)=4\pi S/G^2$, with $f(0)=4\pi C$. Poisson summation gives
\begin{equation}
\frac1\Omega\sum_{\text{all }\mathbf G}f(\mathbf G)
=\sum_{\mathbf R}F(\mathbf R),\qquad
F(\mathbf R)=\int\frac{d^3G}{(2\pi)^3}f(\mathbf G)e^{i\mathbf G\cdot\mathbf R}.
\end{equation}
The term $\mathbf R=0$ is $E$. The others are negligible in a large box, because $f$ is smooth and the atomic functions are Gaussians. Removing $\mathbf G=0$ from the left side leaves
\begin{equation}
E-E_\Omega\simeq\frac{4\pi C}{\Omega}.
\label{atom}
\end{equation}

To keep the sums short, replace the kernel by its long-range part $4\pi e^{-G^2/4}/G^2$, the transform of $\operatorname{erf}(r)/r$. Its limit at small $G$ is unchanged. For a box edge of 20 bohr, Eq.~(\ref{atom}) predicts
\begin{equation}
4\pi(-0.40212)/20^3=-6.316\times10^{-4}\ \text{Ha}.
\end{equation}
The explicit difference between the radial integral and the box sum is $-0.6316$ mHa. At 30 bohr both values are $-0.1872$ mHa. The box energy is too weakly negative, and the deficit falls as the inverse volume.

\section{From the atom to a crystal}

Let the primitive cell have volume $\Omega_0$ and let a $\Gamma$-containing mesh represent $N$ cells. Supercell reciprocal vectors are $\mathbf K=\mathbf q+\mathbf G$, with $\mathbf q$ on the mesh and $\mathbf G$ now a primitive reciprocal vector. With $S$ counted per cell,
\begin{equation}
E_N=\frac1N\sum_{\mathbf q}e(\mathbf q),\qquad
e(\mathbf q)=\frac1{\Omega_0}\sum_{\mathbf G}
\frac{4\pi}{|\mathbf q+\mathbf G|^2}S(\mathbf q+\mathbf G),
\end{equation}
where $\mathbf K=0$ is omitted. The term $\mathbf G=0$ will be called the head, and $e(\mathbf q)$ the block at $\mathbf q$. The orbitals and orbital energies are assumed to have their infinite-size values, and a finite gap separates the bands.

For a smooth periodic function, the complete mesh average converges faster than any power of the spacing. If the value at $\mathbf q=0$ is omitted, the error is $f(0)/N$. The sum over $\mathbf G$ is periodic in $\mathbf q$, and only its head is omitted at $\mathbf q=0$. With converged amplitudes this gives
\begin{equation}
\Delta E_{\rm contraction}=\frac{1}{N\Omega_0}
\lim_{\mathbf q\to0}\frac{4\pi S(\mathbf q)}{q^2}
=\frac{4\pi C}{N\Omega_0}.
\end{equation}
Equivalently, the empty reciprocal cell has volume $(2\pi)^3/(N\Omega_0)$, and the integrand there is $4\pi C/(2\pi)^3$. Interpolating $S$ from neighbouring points supplies $C$ and restores this term.

The Coulomb kernel can also leave terms $g(\mathbf q)$ that depend on direction and scale as $q^p$. Multiply $g$ by a smooth cutoff $\chi$ that equals one near the origin, and set $\mathbf q=h\mathbf x$, where $h$ is the mesh spacing. The punctured quadrature error is
\begin{equation}
h^{3+p}\left[\int g(\mathbf x)\chi(h\mathbf x)d^3x
-\sum_{\mathbf n\ne0}g(\mathbf n)\chi(h\mathbf n)\right].
\end{equation}
Changing $h$ in the bracket changes the integrand by a broad smooth function that vanishes near the origin, whose integral and sum agree up to terms smaller than any power of $h$. The bracket therefore tends to a constant. Since $h\propto N^{-1/3}$, $p=0$ gives $1/N$ and $p=2$ gives $N^{-5/3}$.

\section{Amplitudes from the same finite cell}

\subsection{A quadratic identity for MP2}

One Coulomb kernel enters the MP2 amplitude and another enters the contraction. Let a subscript on an integral name its kernel:
\begin{equation}
B(v,w)=\sum_{ijab}\frac{-2(ia|jb)_v(ia|jb)_w+(ia|jb)_v(ib|ja)_w}{D}.
\end{equation}
Exchanging $a,b$ leaves $D$ unchanged and proves $B(v,w)=B(w,v)$. The MP2 energy is $B(v,v)$.

Let $v$ denote the kernel on the full mesh, with products at $\mathbf q=0$ defined by their limit, and let $\delta$ be its head at that point. The finite calculation uses $v-\delta$. If the limit does not depend on direction, the full mesh has no $1/N$ error, and
\begin{align}
E_\infty-E_N&\simeq B(v,v)-B(v-\delta,v-\delta)\nonumber\\
&=B(v,v)-\left[B(v,v)-2B(\delta,v)+B(\delta,\delta)\right]\nonumber\\
&=2X-Y,
\label{identity}
\end{align}
with $X=B(\delta,v)$ and $Y=B(\delta,\delta)$. Here $X$ is what interpolation supplies to leading order: the missing head contracted with amplitudes continued from $\mathbf q\ne0$. The remainder is
\begin{equation}
(2X-Y)-X=X-Y=B(\delta,v-\delta).
\end{equation}
It couples the missing head in the amplitude to everything else in the contraction. Interpolation is complete to order $1/N$ when this cross term vanishes.

Cubic symmetry supplies the direction-independent limit. With $1/D=\int_0^\infty e^{-sD}ds$, the direct head--head term becomes an integral over $s$ of $(\hat{\mathbf q}\cdot P(s)\hat{\mathbf q})^2$, where $P(s)$ is a second-rank tensor. The cross terms contain one such quadratic form. A second-rank tensor in a cubic crystal is a multiple of the identity, so the direction drops out.

\subsection{A chain that separates direct and exchange terms}

In the direct term both kernels carry the same momentum. If there is one kernel component for each momentum, the head is the whole kernel at $q=0$, so $X=Y$ and interpolation is complete. In exchange the kernels carry independent momenta $q$ and $q'=k'-k-q$. Removing one point from one kernel costs $1/N$; removing both costs $1/N^2$. Thus $Y/X=O(1/N)$, and the leading error is $2X$.

A two-band chain isolates this counting. Its Hamiltonian is $h_z\sigma_z+h_x\sigma_x$, with
\begin{equation}
h_z=1+0.3(1-\cos k),\quad h_x=0.6\sin k,\quad
v(q)=\frac1{2-2\cos q}.
\end{equation}
The kernel behaves as $1/q^2$. Let $\theta=\operatorname{atan2}(h_x,h_z)$. The lower and upper states are $(-\sin\frac\theta2,\cos\frac\theta2)$ and $(\cos\frac\theta2,\sin\frac\theta2)$, so a transition from $k$ to $p$ has overlap $\sin[(\theta_p-\theta_k)/2]$, linear in $p-k$. The energies are $\pm(h_z^2+h_x^2)^{1/2}$. These overlaps and energies define the direct and exchange MP2 sums over $k,k',q$.

For the reference, the $q$ mesh is shifted by half a spacing, so neither kernel meets its singular point. On the unshifted mesh, the product $f$ of kernel and structure factor is continued to $q=0$ by the even formula
\begin{equation}
f(0)\simeq1.5f(h)-0.6f(2h)+0.1f(3h).
\end{equation}
Interpolation repairs a fraction $1.0000$ of the direct error at both $N=80$ and $N=160$. For exchange the fractions are $0.4885$ and $0.4943$. Eliminating a $1/N$ term between them gives $2(0.49430)-0.48847=0.5001$.

The slow approach to one half also follows from the identity. At finite $N$ the interpolated exchange amplitude lacks $q'=0$, so interpolation supplies $X-Y$, not $X$. The repaired fraction is
\begin{equation}
\frac{X-Y}{2X-Y}=\frac12-\frac{Y}{2(2X-Y)},
\end{equation}
whose deviation from one half is of order $1/N$. The computed fractions lie below one half, so $Y$ and $2X-Y$ have the same sign in this chain. Doubling the interpolated exchange correction removes its leading error.

\section{A three-dimensional lattice with local fields}

\subsection{The ring equation}

Now consider a simple cubic lattice of sites, each with one doubly occupied $s$ orbital and three $p$ excitations of energy $\Delta$. Orbitals on different sites do not overlap, the excitations do not disperse before coupling, and only direct terms are kept. The transition densities are
\begin{equation}
\rho_\alpha(\mathbf K)=-idK_\alpha e^{-K^2w^2/2}.
\end{equation}
Let $V(\mathbf q)$ be their $3\times3$ Coulomb matrix. Direct-ring coupled cluster keeps the driving term and the closed rings in the doubles equation. Each closed spin loop gives a factor two:
\begin{equation}
V+2\Delta t+2Vt+2tV+4tVt=0.
\end{equation}
Multiply by two and set $B=2V$, $T=2t$, $A=\Delta+B$; here $B$ is a matrix, not the quadratic form above. Then
\begin{equation}
B+AT+TA+TBT=0,\qquad e=\tfrac12\operatorname{Tr}(BT),
\end{equation}
where
\begin{equation}
B_{\alpha\beta}(\mathbf q)=c\sum_{\mathbf G}
\frac{K_\alpha K_\beta}{K^2}e^{-K^2w^2},\qquad
c=\frac{8\pi d^2}{\Omega_0}.
\end{equation}
The structure factor is $S(\mathbf K)=d^2e^{-K^2w^2}\mathbf K\cdot T\mathbf K$; contracting it with $4\pi/(\Omega_0K^2)$ reproduces $e$.

$T$ shares the eigenvectors of $B$. For an eigenvalue $b$ the equation is $bt^2+2(\Delta+b)t+b=0$. The root that vanishes as $b\to0$ gives
\begin{equation}
t(b)=\frac{\omega-\Delta-b}{b},\quad
\varepsilon(b)=\frac{bt}{2}=\frac{\omega-\Delta-b}{2},\quad
\omega=\sqrt{\Delta^2+2\Delta b}.
\end{equation}
MP2 keeps $t=-b/(2\Delta)$ and $\varepsilon=-b^2/(4\Delta)$.

As $\mathbf q\to0$, the head contributes $c\,\hat{\mathbf q}\hat{\mathbf q}^{T}$. The terms $\mathbf G\ne0$ contribute $b_0$ times the identity by cubic symmetry. The limiting eigenvalues are $b_0+c,b_0,b_0$, whereas the finite calculation at $\mathbf q=0$ has $b_0,b_0,b_0$. Therefore
\begin{equation}
N(E_\infty-E_N)\to\varepsilon(b_0+c)-\varepsilon(b_0),\qquad
NX=\frac c2t(b_0+c).
\label{ring}
\end{equation}
If $b_0=0$, the two expressions coincide and head interpolation is complete. Otherwise the missing head has also altered the amplitudes that multiply the terms $\mathbf G\ne0$.

\subsection{Numbers}

Choose lattice constant 8 bohr, $d=1$ bohr, $w=1.2$ bohr and $\Delta=0.5$ Ha. Then $c=0.049087$ Ha and the reciprocal sum gives $b_0=0.092480$ Ha. The direct terms include a site's interaction with itself, $c\Omega_0/(24\pi^{3/2}w^3)=0.1088$ Ha. The remainder of $b_0$, $-0.0164$ Ha, is close to $-c/3$ and comes from the other sites. Their dipole sum is conditionally convergent: this value belongs to the summation with $\mathbf G=0$ dropped, that of a long needle polarized along its axis, whereas a sum over a sphere gives nearly zero. The share of the error repaired by the head therefore depends on the width $w$ chosen for the site. For MP2, where $4\Delta=2$ Ha,
\begin{align}
NX&=-c(b_0+c)/2=-3.475\ \text{mHa},\\
NY&=-c^2/2=-1.205\ \text{mHa},\\
N(2X-Y)&=-6.949+1.205=-5.744\ \text{mHa}.
\end{align}
Head interpolation thus repairs $3.475/5.744$, or 60 per cent, of the leading error.

The infinite-size energy is an integral over the Brillouin zone. One pyramid of the zone is parametrized as $(\pi/a)(u,uv,uz)$, where $a$ is the lattice constant; these coordinates separate direction from distance, so the integrand is smooth up to the origin, and 14 Gauss--Legendre points are used in each variable. The result is $-18.151$ mHa per cell for MP2. Limits at $\mathbf q=0$ are taken from mesh points along an axis by $[4f(h)-f(2h)]/3$, which cancels the $h^2$ term. The MP2 errors $E_\infty-E_N$, in microhartree per cell, are:

\begin{center}
\begin{tabular}{rrrrr}
$N$ & raw & head & $2X-Y$ & block\\
64 & $-83.26$ & $-28.56$ & $7.70$ & $7.80$\\
512 & $-11.03$ & $-4.24$ & $0.20$ & $0.20$\\
4096 & $-1.397$ & $-0.548$ & $0.006$ & $0.006$
\end{tabular}
\end{center}

The third column still falls as $1/N$. Extrapolating $N$ times the error from the last two meshes gives $-5.744$ mHa before correction and $-2.271$ mHa after it; the predicted remainder is $N(X-Y)=-2.270$ mHa. The fourth column applies Eq.~(\ref{identity}).

The last column replaces the entire computed block $e(0)$ by its limit from $\mathbf q\ne0$. This means continuing $S(\mathbf q+\mathbf G)$ to $\mathbf q=0$ for every $\mathbf G$, not only at the head, with the same direction of approach for all of them. The separate limits depend on that direction; in this cubic lattice their contracted sum $e(\mathbf q)$ does not. Between $N=512$ and $4096$ this error scales as $N^{-1.69}$, close to the $N^{-5/3}$ expected from directional $q^2$ terms.

Ring coupled cluster is not quadratic in the kernel, so $2X-Y$ does not apply, but block interpolation does. Its infinite-size energy is $-14.930$ mHa per cell. Equation~(\ref{ring}) gives a total coefficient of $-4.276$ mHa, of which the head supplies $-2.742$ mHa, or 64 per cent. At $N=512$ the raw error is $-8.25$ microhartree, head interpolation leaves $-2.89$, and block interpolation leaves $0.11$.

\section{Where the simple correction fails}

A direction-dependent limit keeps the $1/N$ law but changes its coefficient. In direct MP2 for sites polarizable only along $z$, the part quadratic in the head kernel is proportional to $(\hat q_z^2)^2=q_z^4/q^4$. Its angular average is $1/5$. To find the coefficient of this part on a cubic mesh, multiply the function by $e^{-q^2}$, subtract the punctured sum from the integral $\pi^{3/2}/5$, divide by $h^3$, and extrapolate in $h^2$ from spacings $0.3$ and $0.2$. The result is $-0.172$. Filling the hole with the angular average would give this part even the wrong sign. The cross term between the head and the local fields is separate and can outweigh it in the total. The interpolant must retain its angular dependence, and the correction is its integral minus its mesh sum.

In a metal the gap in $D$ closes, so the expansion of $S$ used here is not justified. For MP2 and direct rings, finite-size errors in the orbitals and their energies are separate and remain after interpolation. For full CCSD in a crystal, the contraction error derived here holds once the amplitudes are converged and the head limit is regular; the amplitude error was derived for MP2 and direct rings only. The ladder and exchange-ring terms of CCSD contain integrals such as $(ij|kl)$, $(ab|cd)$ and $(ij|ab)$, whose densities carry net charge. The head missing there is the case $p=-2$ and shifts the kernel by a constant of order $N^{-1/3}$. This shift cancels in the correlation energy when the orbital energies come from the same kernel. With infinite-size orbital energies it does not cancel, and it leaves an $N^{-1/3}$ error in the amplitudes unless these integrals are corrected as well. Within these conditions, interpolating $S$ through $\mathbf G=0$ removes the $1/N$ contraction error. For MP2 and direct rings, removing the whole $1/N$ error in general also requires a correction for the head missing from the amplitudes.
